# Lattice rotation across a 90 degree twin wall in a tetragonal ferroelectric: a numerical check

```python
"""Lattice rotation across a 90 degree wall in a tetragonal ferroelectric.

Result under test: theta = 2*arctan(c/a) - 90 degrees.
a, c: tetragonal cell edges; ratio = c/a; theta: relative lattice rotation.
Domain 1 has its polar axis along z, domain 2 along x before rotation.
Positive rotation turns x towards z. Stretches are in units of a, because
the parent cubic edge cancels from the compatibility condition.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq, least_squares
from scipy.spatial.transform import Rotation


def theta_formula(ratio):
    return 2 * np.arctan(ratio) - np.pi / 2


def turn_x_to_z(angle):
    co, si = np.cos(angle), np.sin(angle)
    return np.array([[co, 0, -si], [0, 1, 0], [si, 0, co]])


def stretches(ratio):
    return np.diag([1, 1, ratio]), np.diag([ratio, 1, 1])


def theta_numerical(ratio):
    """Find the angle at which the deformation jump loses rank."""
    first, second = stretches(ratio)

    def plane_determinant(angle):
        jump = turn_x_to_z(angle) @ second - first
        return np.linalg.det(jump[np.ix_([0, 2], [0, 2])])

    return brentq(plane_determinant, 0, 0.8, xtol=1e-14)


# Rough typical values for lead titanate near room temperature
a_nm = 0.390
ratio = 1.06
c_nm = a_nm * ratio
theta = theta_formula(ratio)

# Compatibility angle from the definition, for several tetragonalities
for trial in (1.01, 1.03, 1.06, 1.20):
    assert abs(theta_numerical(trial) - theta_formula(trial)) < 1e-10
theta_root = theta_numerical(ratio)

# Wall plane, rank and twin shear from singular values
U1, U2 = stretches(ratio)
F2 = turn_x_to_z(theta_root) @ U2
_, singular, right = np.linalg.svd(F2 - U1)
assert singular[0] > 0.01 and singular[1] < 1e-10
parent_normal = np.array([1, 0, -1]) / np.sqrt(2)
assert abs(abs(right[0] @ parent_normal) - 1) < 1e-10
relative = F2 @ np.linalg.inv(U1)
shear_numerical = np.linalg.svd(relative - np.eye(3))[1][0]
shear = ratio - 1 / ratio
assert abs(shear_numerical - shear) < 1e-10
assert abs(shear_numerical - 2 * np.tan(theta_root)) < 1e-10
assert abs(np.trace(relative - np.eye(3))) < 1e-10


# Search over general rotations: all 2x2 minors of the jump must vanish
def minors(rotation_vector):
    turn = Rotation.from_rotvec(rotation_vector).as_matrix()
    jump = (turn @ U2 - U1) / (ratio - 1)
    return np.concatenate([np.cross(jump[0], jump[1]),
                           np.cross(jump[1], jump[2]),
                           np.cross(jump[2], jump[0])])


random = np.random.default_rng(4)
solutions = []
for start in random.normal(0, 0.4, size=(40, 3)):
    fit = least_squares(minors, start, jac="3-point",
                        xtol=1e-14, ftol=1e-14, gtol=1e-14)
    if np.linalg.norm(fit.fun) < 1e-8:
        solutions.append(Rotation.from_rotvec(fit.x).as_rotvec())
solutions = np.array(solutions)
assert len(solutions) >= 2
assert np.max(np.abs(solutions[:, [0, 2]])) < 1e-6
assert np.max(np.abs(np.abs(solutions[:, 1]) - theta)) < 1e-6
assert solutions[:, 1].min() < 0 < solutions[:, 1].max()

# Reflect the polar axis of domain 1 in the wall, and compare with domain 2
trace = np.array([a_nm, 0, c_nm])
diagonal_nm = np.linalg.norm(trace)
trace = trace / diagonal_nm
polar_1 = np.array([0.0, 0.0, 1.0])
polar_2 = 2 * (trace @ polar_1) * trace - polar_1
rotated_axis = F2 @ np.array([1.0, 0.0, 0.0])
rotated_axis /= np.linalg.norm(rotated_axis)
assert np.allclose(polar_2, rotated_axis, atol=1e-10)

# Polarization turns for uncharged and charged walls
normal = np.array([trace[2], 0, -trace[0]])
assert abs((polar_1 + polar_2) @ normal) < 1e-10
assert abs((polar_1 - polar_2) @ normal) > 1
neutral_turn = np.degrees(np.arccos(polar_1 @ (-polar_2)))
charged_turn = np.degrees(np.arccos(polar_1 @ polar_2))
assert abs(neutral_turn - 90 - np.degrees(theta)) < 1e-8
assert abs(charged_turn - 90 + np.degrees(theta)) < 1e-8

# Small-tetragonality expansion derived symbolically
eps = sp.symbols("epsilon", positive=True)
exact_symbolic = 2 * sp.atan(1 + eps) - sp.pi / 2
coefficients = [sp.simplify(sp.diff(exact_symbolic, eps, n).subs(eps, 0)
                            / sp.factorial(n)) for n in range(4)]
assert coefficients == [0, 1, -sp.Rational(1, 2), sp.Rational(1, 6)]
strain = ratio - 1
first_order = np.degrees(strain)
second_order = np.degrees(strain - strain**2 / 2)

# Sensitivity to tetragonality, tested with the numerical root
slope = 2 / (1 + ratio**2)
step = 1e-4
slope_numerical = (theta_numerical(ratio + step)
                   - theta_numerical(ratio - step)) / (2 * step)
assert abs(slope - slope_numerical) < 1e-6

# Rough sizes of effects outside the ideal stress-free geometry
room_K, transition_K, ratio_transition = 300.0, 760.0, 1.02
warming_K = 100.0
ratio_slope = (ratio_transition - ratio) / (transition_K - room_K)
ratio_warm = ratio + ratio_slope * warming_K
thermal_change = np.degrees(theta_formula(ratio_warm) - theta)
clamp_ratio_change = 0.01
clamp_change = np.degrees(slope * clamp_ratio_change)
field_kV_cm, piezo_pm_V = 100.0, 100.0
field_strain = field_kV_cm * 1e5 * piezo_pm_V * 1e-12
field_change = np.degrees(slope * field_strain)
domain_nm, wall_nm = 100.0, 2.0
surface_rise = domain_nm * np.sin(theta)

print(f"cell edge a (rough input) = {a_nm:.3f} nm")
print(f"tetragonality c/a (input) = {ratio:.2f}")
print(f"cell edge c = {c_nm:.4f} nm")
print(f"shared cell diagonal = {diagonal_nm:.4f} nm")
print(f"diagonal angle in domain 1 = {np.degrees(np.arctan(ratio)):.3f} deg")
print(f"diagonal angle in domain 2 before rotation = "
      f"{np.degrees(np.arctan(1 / ratio)):.3f} deg")
print(f"lattice rotation, formula = {np.degrees(theta):.3f} deg")
print(f"lattice rotation, rank condition = {np.degrees(theta_root):.3f} deg")
print(f"lattice rotation = {theta:.5f} rad")
print(f"cosine of rotation = {np.cos(theta):.6f}")
print(f"half rotation per domain = {np.degrees(theta / 2):.3f} deg")
print(f"polarization turn, head-to-tail = {neutral_turn:.3f} deg")
print(f"polarization turn, charged wall = {charged_turn:.3f} deg")
print(f"twin shear = {shear:.5f}")
print(f"first-order estimate = {first_order:.3f} deg")
print(f"first-order relative error = "
      f"{100 * (first_order / np.degrees(theta) - 1):.2f} percent")
print(f"second-order estimate = {second_order:.3f} deg")
print(f"domain width (input) = {domain_nm:.0f} nm")
print(f"surface rise across domain = {surface_rise:.2f} nm")
print(f"starting temperature (rough input) = {room_K:.0f} K")
print(f"transition temperature (rough input) = {transition_K:.0f} K")
print(f"c/a near transition (rough input) = {ratio_transition:.2f}")
print(f"warming (input) = {warming_K:.0f} K")
print(f"c/a after warming (rough) = {ratio_warm:.4f}")
print(f"rotation change on warming (rough) = {thermal_change:.2f} deg")
print(f"clamping change of c/a (input) = {clamp_ratio_change:.2f}")
print(f"rotation change from clamping (size) = {clamp_change:.2f} deg")
print(f"electric field (input) = {field_kV_cm:.0f} kV/cm")
print(f"piezoelectric coefficient (rough input) = {piezo_pm_V:.0f} pm/V")
print(f"piezoelectric strain (size) = {field_strain:.4f}")
print(f"rotation change from field (size) = {field_change:.3f} deg")
print(f"wall width (rough input) = {wall_nm:.0f} nm")
print(f"wall width / domain width = {100 * wall_nm / domain_nm:.1f} percent")
print("tests ok")
```

Output:

```
cell edge a (rough input) = 0.390 nm
tetragonality c/a (input) = 1.06
cell edge c = 0.4134 nm
shared cell diagonal = 0.5683 nm
diagonal angle in domain 1 = 46.668 deg
diagonal angle in domain 2 before rotation = 43.332 deg
lattice rotation, formula = 3.337 deg
lattice rotation, rank condition = 3.337 deg
lattice rotation = 0.05824 rad
cosine of rotation = 0.998305
half rotation per domain = 1.668 deg
polarization turn, head-to-tail = 93.337 deg
polarization turn, charged wall = 86.663 deg
twin shear = 0.11660
first-order estimate = 3.438 deg
first-order relative error = 3.03 percent
second-order estimate = 3.335 deg
domain width (input) = 100 nm
surface rise across domain = 5.82 nm
starting temperature (rough input) = 300 K
transition temperature (rough input) = 760 K
c/a near transition (rough input) = 1.02
warming (input) = 100 K
c/a after warming (rough) = 1.0513
rotation change on warming (rough) = -0.47 deg
clamping change of c/a (input) = 0.01
rotation change from clamping (size) = 0.54 deg
electric field (input) = 100 kV/cm
piezoelectric coefficient (rough input) = 100 pm/V
piezoelectric strain (size) = 0.0010
rotation change from field (size) = 0.054 deg
wall width (rough input) = 2 nm
wall width / domain width = 2.0 percent
tests ok
```
